\section*{Coulomb and exchange blocks of the molecular Dirac-Coulomb Fock matrix}

In a basis of four-component functions that have either upper components alone (type $L$) or lower components alone (type $S$), the Dirac-Coulomb Fock matrix of a single determinant is
\begin{align}
F^{LL}&=h^{LL}+J^{LL}[D^{LL}]+J^{LL}[D^{SS}]-K^{LL}[D^{LL}],\nonumber\\
F^{SS}&=h^{SS}+J^{SS}[D^{LL}]+J^{SS}[D^{SS}]-K^{SS}[D^{SS}],\label{eq:result}\\
F^{LS}&=h^{LS}-K^{LS}[D^{LS}],\qquad F^{SL}=(F^{LS})^\dagger .\nonumber
\end{align}
Here $h$ is the one-electron matrix, $D$ the density matrix, $J$ the Coulomb and $K$ the exchange matrix; square brackets name the density block that enters. The diagonal blocks contain Coulomb and exchange terms, the off-diagonal blocks exchange alone. Three classes of two-electron integrals suffice: $(LL|LL)$, $(LL|SS)$ and $(SS|SS)$. If the $S$ functions are made from the $L$ functions by restricted kinetic balance, with the factor $1/(2c)$ included, these integrals scale as $1$, $c^{-2}$ and $c^{-4}$ at a fixed basis.

Atomic units are used in the algebra, $c$ is the speed of light, and the rest energy is subtracted, so that bound electrons have small negative energies. The one-electron Hamiltonian in the field $V$ of the nuclei is
\begin{equation}
\hat h=\begin{pmatrix}V & c\,\boldsymbol\sigma\cdot\mathbf p\\ c\,\boldsymbol\sigma\cdot\mathbf p & V-2c^2\end{pmatrix},
\end{equation}
where each entry acts on two-component functions and $\boldsymbol\sigma$ are the Pauli matrices. The electrons repel each other through $1/r_{12}$ times the unit matrix in the spinor space of each electron. Pair creation is excluded: the determinant is built from the electronic solutions of the Fock equation, those above a gap of width about $2c^2$. The solutions below the gap, at about $-2c^2$ and lower on this scale, are called negative-energy states. For two-electron integrals the notation is
\begin{equation}
(pq|rs)=\iint \frac{\chi_p^\dagger(1)\chi_q(1)\,\chi_r^\dagger(2)\chi_s(2)}{r_{12}}\,d^3r_1\,d^3r_2 .\label{eq:int}
\end{equation}
The first pair belongs to electron 1, the second to electron 2. Each product $\chi_p^\dagger\chi_q$ is a sum over four components.

For orthonormal occupied spinors $\varphi_i$, the energy without the constant nuclear repulsion is
\begin{equation}
E=\sum_i\langle i|\hat h|i\rangle+\tfrac12\sum_{ij}\big[(ii|jj)-(ij|ji)\big].
\end{equation}
Insert $\varphi_i=\sum_p\chi_pC_{pi}$ and define $D_{qp}=\sum_iC_{qi}C_{pi}^*$. The direct term contains $C_{pi}^*C_{qi}C_{rj}^*C_{sj}(pq|rs)$, whose sum over $i$ and $j$ gives $D_{qp}D_{sr}(pq|rs)$. The exchange term contains $C_{pi}^*C_{qj}C_{rj}^*C_{si}(pq|rs)$, which gives $D_{sp}D_{qr}(pq|rs)$. Exchanging the names $q$ and $s$ turns this into $D_{qp}D_{sr}(ps|rq)$. Hence
\begin{equation}
E=\sum_{pq}h_{pq}D_{qp}+\tfrac12\sum_{pqrs}D_{qp}D_{sr}\big[(pq|rs)-(ps|rq)\big],\label{eq:ED}
\end{equation}
and the natural definitions are
\begin{equation}
J_{pq}=\sum_{rs}(pq|rs)D_{sr},\qquad K_{pq}=\sum_{rs}(ps|rq)D_{sr}.\label{eq:JK}
\end{equation}

The bracket in \eqref{eq:ED} is unchanged when the pair $(q,p)$ is exchanged with $(s,r)$, because renaming the two electrons gives $(pq|rs)=(rs|pq)$ and $(ps|rq)=(rq|ps)$. Varying the first density factor therefore gives the same as varying the second, and the factor $\tfrac12$ is cancelled:
\begin{equation}
\delta E=\sum_{pq}F_{pq}\,\delta D_{qp},\qquad F=h+J-K.\label{eq:dE}
\end{equation}
Orthonormality, $C^\dagger SC=1$ with overlap matrix $S$, is kept by Lagrange multipliers $\lambda_{ji}$. Since $\partial D_{qp}/\partial C_{pi}^*=C_{qi}$, stationarity with respect to $C_{pi}^*$ gives $\sum_qF_{pq}C_{qi}=\sum_{qj}S_{pq}C_{qj}\lambda_{ji}$. The multiplier matrix is Hermitian, and a unitary mixing of the occupied spinors, which leaves $D$ unchanged, makes it diagonal. The result is $FC=SC\varepsilon$.

The solution is a stationary point and not a minimum over all spinors. Mixing a negative-energy state into an occupied one with a small angle $\theta$ changes the energy by about $\theta^2(\varepsilon_--\varepsilon_i)\approx-2c^2\theta^2$, apart from two-electron terms that are small against $2c^2$. The occupied spinors are therefore taken as the lowest ones above the gap, not as the lowest of the whole spectrum.

Nothing so far depends on the type of basis. Now let $\eta_\mu$ be two-component functions and set
\begin{equation}
\chi_\mu^L=\begin{pmatrix}\eta_\mu\\0\end{pmatrix},\qquad
\chi_\mu^S=\frac1{2c}\begin{pmatrix}0\\ \boldsymbol\sigma\cdot\mathbf p\,\eta_\mu\end{pmatrix}.\label{eq:rkb}
\end{equation}
The block structure follows from the position of the zeros. At every point of space
\begin{equation}
\chi_\mu^{L\dagger}\chi_\nu^S=0,\label{eq:zero}
\end{equation}
since no component is nonzero in both functions. The integral \eqref{eq:int} vanishes unless $p$ and $q$ are of one type and $r$ and $s$ are of one type. Of the sixteen ways to assign $L$ and $S$ to four indices, four survive: $(LL|LL)$, $(LL|SS)$, $(SS|LL)$ and $(SS|SS)$. The second and third are the same numbers with the electrons renamed.

In the Coulomb matrix of \eqref{eq:JK}, $p$ and $q$ belong to the same electron. Both must be of one type $X$, while the density indices $r$ and $s$ must share a type $Y$ that may be either:
\begin{equation}
J_{pq}^{XX}=\sum_{Y=L,S}\;\sum_{r,s\in Y}(p^Xq^X|r^Ys^Y)\,D_{sr}^{YY},\qquad J^{LS}=J^{SL}=0 .\label{eq:Jblock}
\end{equation}
In the exchange matrix, $p$ is paired with $s$ and $r$ with $q$. If $p$ has type $X$ and $q$ type $Y$, then $s$ must have type $X$ and $r$ type $Y$:
\begin{equation}
K_{pq}^{XY}=\sum_{s\in X}\sum_{r\in Y}(p^Xs^X|r^Yq^Y)\,D_{sr}^{XY}.\label{eq:Kblock}
\end{equation}
No restriction $X=Y$ arises. Each exchange block takes the density block of the same name, and for $X=L$, $Y=S$ the integrals belong to the class $(LL|SS)$. An off-diagonal Fock block thus needs no integral with an $LS$ pair density. Equations \eqref{eq:Jblock} and \eqref{eq:Kblock} give all the two-electron terms of \eqref{eq:result}.

The matrix $K$ is Hermitian, which justifies $F^{SL}=(F^{LS})^\dagger$. From $(ps|rq)^*=(sp|qr)$ and $D_{sr}^*=D_{rs}$ one finds $K_{pq}^*=\sum_{rs}(sp|qr)D_{rs}$. By $(sp|qr)=(qr|sp)$ this is $\sum_{rs}(qr|sp)D_{rs}=K_{qp}$.

The physical difference lies in how the two operators act on spinor components. The Coulomb potential is the electrostatic potential of the total density. It multiplies all four components by the same number, so it cannot turn a lower component into an upper one. The exchange operator has the kernel
\begin{equation}
\sum_j\frac{\varphi_j(1)\,\varphi_j^\dagger(2)}{r_{12}},
\end{equation}
and the outer product in the numerator is a $4\times4$ matrix with nonzero off-diagonal blocks. Exchange therefore adds a nonlocal term to the kinetic coupling $c\,\boldsymbol\sigma\cdot\mathbf p$.

Two changes would invalidate the block rule. If a basis function $\chi_p$ had upper and lower parts together, its product with a pure $S$ function would contain the product of the lower parts, and Coulomb terms would appear between them. If the interaction contained the Dirac matrices $\boldsymbol\alpha$, which connect upper with lower components, the pair density $\chi^{L\dagger}\boldsymbol\alpha\chi^S=\eta^\dagger\boldsymbol\sigma(\boldsymbol\sigma\cdot\mathbf p\,\eta')/(2c)$ would in general be nonzero, and integrals over two $LS$ pairs would enter. The Gaunt and Breit interactions are of this kind; with a factor $1/(2c)$ per pair their integrals scale as $c^{-2}$, the same order as $(LL|SS)$. The result \eqref{eq:result} belongs to the Dirac-Coulomb interaction in a basis of pure types.

The one-electron blocks follow from \eqref{eq:rkb} and $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$. Let $V$ and $T$ also denote the matrices of the potential and of $p^2/2$ over the $\eta_\mu$, and let $W_{\mu\nu}=\langle\boldsymbol\sigma\cdot\mathbf p\,\eta_\mu|V|\boldsymbol\sigma\cdot\mathbf p\,\eta_\nu\rangle$. The off-diagonal element is $c\cdot\frac1{2c}\langle\eta_\mu|p^2|\eta_\nu\rangle=T_{\mu\nu}$. The overlap of two $S$ functions is $\frac1{4c^2}\langle\eta_\mu|p^2|\eta_\nu\rangle=T_{\mu\nu}/(2c^2)$, and the term $-2c^2$ of $\hat h$ multiplies this overlap to give $-T_{\mu\nu}$. Thus
\begin{equation}
h^{LL}=V,\quad h^{LS}=h^{SL}=T,\quad h^{SS}=\frac{W}{4c^2}-T,\quad S^{SS}=\frac{T}{2c^2}.\label{eq:h}
\end{equation}

The two-electron integrals acquire a factor $1/(4c^2)$ for each $S$ pair. With $(\cdot\cdot|\cdot\cdot)$ on the right taken over two-component functions and $\pi\equiv\boldsymbol\sigma\cdot\mathbf p$,
\begin{align}
(\mu^L\nu^L|\kappa^S\lambda^S)&=\frac1{4c^2}\,(\eta_\mu\eta_\nu|\pi\eta_\kappa\,\pi\eta_\lambda),\nonumber\\
(\mu^S\nu^S|\kappa^S\lambda^S)&=\frac1{16c^4}\,(\pi\eta_\mu\,\pi\eta_\nu|\pi\eta_\kappa\,\pi\eta_\lambda).\label{eq:scale}
\end{align}
For a fixed set of $\eta_\mu$ these powers are exact. To carry them over to Fock matrix and energy, the density blocks must also be known to be of order one. The lower row of $FC=SC\varepsilon$ for an occupied spinor reads
\begin{equation}
(T-K^{SL})C^L+\Big(\frac{W}{4c^2}-T+J^{SS}-K^{SS}\Big)C^S=\frac{\varepsilon}{2c^2}\,TC^S .
\end{equation}
Collecting the two large terms gives
\begin{equation}
T(C^S-C^L)=\Big(\frac{W}{4c^2}+J^{SS}-K^{SS}-\frac{\varepsilon}{2c^2}T\Big)C^S-K^{SL}C^L .\label{eq:lower}
\end{equation}
Consider the branch of solutions whose coefficients and energies stay finite as $c\to\infty$. Every term on the right is then at most of order $c^{-2}$ by \eqref{eq:scale}. The matrix $T$ does not depend on $c$ and is positive definite for linearly independent functions, so it can be inverted:
\begin{equation}
C^S=C^L+O(c^{-2}).\label{eq:CS}
\end{equation}
All blocks of $D$ consequently have the same limit. In the upper row, $TC^S$ becomes $TC^L$, the terms with $S$ integrals vanish, and the nonrelativistic Hartree-Fock equation in the functions $\eta_\mu$ remains. For negative-energy states $\varepsilon\approx-2c^2$, the last term in the bracket of \eqref{eq:lower} is of order one, and \eqref{eq:CS} does not hold.

The powers depend on the normalization of the $S$ functions. The norm of $\chi_\mu^S$ is $\sqrt{T_{\mu\mu}/(2c^2)}$, of order $1/c$. If each $S$ function is divided by its norm, an integral grows by a factor of order $c^2$ per $S$ pair, and each $S$ coefficient shrinks to order $1/c$. The products of integrals and density elements are unchanged. The class energies are therefore the better measure of importance.

To find them, sort \eqref{eq:ED} by integral class. The mixed Coulomb energy appears twice, once with $L$ on electron 1 and once with $L$ on electron 2, which removes the factor $\tfrac12$. The mixed exchange energy is $-\tfrac12(\mathrm{Tr}\,K^{LS}D^{SL}+\mathrm{Tr}\,K^{SL}D^{LS})$, a sum of two complex conjugate numbers. Therefore
\begin{align}
E_{LLLL}&=\tfrac12\mathrm{Tr}\big(J^{LL}[D^{LL}]-K^{LL}\big)D^{LL},\nonumber\\
E_{LLSS}&=\mathrm{Tr}\,J^{LL}[D^{SS}]D^{LL}-\mathrm{Re}\,\mathrm{Tr}\,K^{LS}D^{SL},\label{eq:classes}\\
E_{SSSS}&=\tfrac12\mathrm{Tr}\big(J^{SS}[D^{SS}]-K^{SS}\big)D^{SS}.\nonumber
\end{align}
Their leading orders are $1$, $c^{-2}$ and $c^{-4}$. Each also has corrections of relative order $c^{-2}$, because $D$ depends on $c$; in particular, $E_{LLLL}$ is not purely nonrelativistic. The off-diagonal exchange has the same order as the mixed Coulomb energy, so keeping one and neglecting the other would not be a consistent expansion.

The cost of omitting a class follows from stationarity. Multiply a class by a factor $w$ and let $E(w)$ be the self-consistent energy. The change of the spinors with $w$ does not contribute to the first derivative, so $dE/dw$ equals the class energy evaluated with the density at that $w$. Expanding about $w=1$,
\begin{equation}
E(0)-E(1)=-E_{\rm class}+\text{second-order response}.\label{eq:omit}
\end{equation}
For $(SS|SS)$ the first term is of order $c^{-4}$. The response is smaller. The removed part of the Fock matrix lies in the $SS$ block and is of order $c^{-4}$. Between states above the gap, its square divided by an energy difference of order one gives $c^{-8}$. Normalized negative-energy states have $S$ coefficients of order $c$, which raises the coupling to $c^{-3}$, but the denominator is about $2c^2$, and the result is again $c^{-8}$. If $(LL|SS)$ is removed as well, the same counting gives a first-order change of order $c^{-2}$ and a response of order $c^{-4}$. The first change has the same order as the relativistic correction to the total energy, so that correction cannot be obtained from $(LL|LL)$ alone.

Lithium hydride shows the sizes. The calculation is Dirac-Hartree-Fock with point nuclei at a chosen distance of 1.60 angstrom. The uncontracted Gaussian basis has Li $s$ exponents $0.2\times3.2^k$ with $k=0,\dots,7$, Li $p$ exponents equal to the first two of these, and H $s$ exponents $0.25\times3.5^k$ with $k=0,\dots,4$, all in angstrom$^{-2}$. These are 19 scalar functions, hence 38 $L$ and 38 $S$ spinors. The energies below belong to this basis and are not basis-set limits; their digits serve the comparisons within the basis. Extending the Li $s$ series to $k=-1,\dots,10$ lowers the total energy by 0.083 eV, changes the relativistic correction by 3\% (to $-0.0221$ eV), raises the $(LL|SS)$ and $(SS|SS)$ energies in magnitude by 0.2\% and 0.5\%, and turns the ratios 43\% and 62\% quoted below into 42\% and 60\%.

The total energy is $-217.142882$ eV ($-7.979854$ hartree), against $-217.121524$ eV for nonrelativistic Hartree-Fock in the same basis. The relativistic correction of the Dirac-Coulomb Hamiltonian, which leaves out the Breit term of the same order $c^{-2}$, is the difference,
\begin{equation}
-217.142882+217.121524=-0.021358\ \text{eV},
\end{equation}
or $-7.849\times10^{-4}$ hartree. The two-electron energies by class are, in eV,
\begin{center}
\begin{tabular}{lrrr}
class & Coulomb & exchange & sum\\
$(LL|LL)$ & $152.637$ & $-58.273$ & $94.364$\\
$(LL|SS)$ & $2.2382\times10^{-2}$ & $-0.9224\times10^{-2}$ & $1.3158\times10^{-2}$\\
$(SS|SS)$ & $9.364\times10^{-7}$ & $-4.535\times10^{-7}$ & $4.829\times10^{-7}$
\end{tabular}
\end{center}
The exchange entry in the second row comes entirely from the off-diagonal Fock blocks. Its size is 41\% of the mixed Coulomb energy and 43\% of the relativistic correction.

The powers of $c$ were measured by repeating the self-consistent calculation with $c/2$ and $2c$. Between $c$ and $2c$ the mixed Coulomb and exchange energies have exponents $-2.00014$ and $-2.00015$, and the $(SS|SS)$ energies $-4.00036$ and $-4.00037$. Between $c/2$ and $c$ the deviations from the integers are about four times larger. This is what a relative correction $a/c^2$ produces: each doubling of $c$ reduces its effect on the exponent by a factor of four. The Frobenius norm of $D^{SS}-D^{LL}$ divided by that of $D^{LL}$ is $7.1\times10^{-5}$ and falls with the exponent $-2.0002$, in agreement with \eqref{eq:CS}.

The population of the small component has a simple leading-order form. By \eqref{eq:h} it is $\mathrm{Tr}\,D^{SS}S^{SS}=\mathrm{Tr}\,D^{SS}T/(2c^2)$, and by \eqref{eq:CS} this tends to the nonrelativistic kinetic energy divided by $2c^2$. The kinetic energy is 216.988 eV, or 7.9742 hartree, so
\begin{equation}
N_S\approx\frac{7.9742}{2\times137.036^2}=2.1232\times10^{-4}
\end{equation}
electrons. The four-component calculation gives $2.1234\times10^{-4}$, of four electrons in total.

Separate self-consistent calculations confirm the estimate \eqref{eq:omit}. Without $(SS|SS)$ the energy changes by $-4.829\times10^{-7}$ eV, minus the class energy to the digits shown and $2.3\times10^{-5}$ of the relativistic correction. With $(LL|LL)$ alone it changes by $-1.315936\times10^{-2}$ eV, while the first-order value is
\begin{equation}
-(1.315814\times10^{-2}+4.8\times10^{-7})=-1.315862\times10^{-2}\ \text{eV}.
\end{equation}
The remaining $-7\times10^{-7}$ eV is the response of the spinors, of formal order $c^{-4}$ by the counting above, like the $(SS|SS)$ energy; the common order does not fix the ratio of the two numbers. The energy falls because a net repulsion has been removed. The relativistic correction would come out as $-0.0345$ eV, too large in magnitude by 62\%.

The small norms also matter in the numerical solution. The smallest eigenvalue of the $S$-function overlap is $1.6\times10^{-7}$. Since $S^{SS}=T/(2c^2)$ and $2c^2=3.76\times10^4$, it corresponds to an eigenvalue $6\times10^{-3}$ of $T$. Much of its smallness is thus the factor $1/(2c^2)$ and not linear dependence. A threshold for discarding functions should be applied after the $S$ functions have been normalized.

The power of $c$ alone does not decide whether a class is negligible. An $S$ pair brings a factor of about $p^2/(4c^2)$, where $p$ is a typical momentum. For a hydrogen-like $1s$ electron $p^2\approx Z^2$ to leading order, which gives $Z^2/(4c^2)=1.2\times10^{-4}$ for $Z=3$ but $0.085$ for $Z=80$. The block structure and the scaling of the integrals at fixed basis are the same in both cases. For the heavy atom, however, successive classes are no longer separated by several orders of magnitude in the core, and omission of $(SS|SS)$ has to be judged by its effect on the property of interest. The numerical check, whose output follows, includes a comparison of the $J$ and $K$ blocks with matrices built directly from all four spinor components.

\section*{Computed results}
\begin{verbatim}
Li-H bond length: 1.60 angstrom
Li s exponents: 0.2 0.64 2.048 6.554 20.97 67.11 214.7 687.2 angstrom^-2
Li p exponents: 0.2 0.64 angstrom^-2
H s exponents: 0.25 0.875 3.062 10.72 37.52 angstrom^-2
scalar functions: 19 ; L spinors: 38 ; S spinors: 38
speed of light: 137.035999 atomic units
nonrelativistic HF total energy: -217.121524 eV
Dirac-HF total energy: -217.142882 eV
Dirac-HF total energy: -7.97985372 hartree
relativistic correction: -0.021358 eV
relativistic correction: -7.8490e-04 hartree
power of c of relativistic correction (c to 2c): -2.0002
energy difference to separate implementation: 2.9e-10 eV
largest Fock difference to it: 5.9e-08 eV
electrons in common occupied space: 4.00000000 of 4
smallest eigenvalue of S-function overlap: 1.63e-07 (no unit)
(LL|LL) Coulomb energy: 1.526368e+02 eV
   power of c: 0.00023 (c/2 to c), 0.00006 (c to 2c)
(LL|LL) exchange energy: -5.827281e+01 eV
   power of c: 0.00020 (c/2 to c), 0.00005 (c to 2c)
(LL|SS) Coulomb energy: 2.238189e-02 eV
   power of c: -2.00058 (c/2 to c), -2.00014 (c to 2c)
(LL|SS) exchange, LS block energy: -9.223754e-03 eV
   power of c: -2.00061 (c/2 to c), -2.00015 (c to 2c)
(SS|SS) Coulomb energy: 9.364439e-07 eV
   power of c: -4.00145 (c/2 to c), -4.00036 (c to 2c)
(SS|SS) exchange energy: -4.535277e-07 eV
   power of c: -4.00149 (c/2 to c), -4.00037 (c to 2c)
(LL|SS) class energy: 1.315814e-02 eV
(SS|SS) class energy: 4.829162e-07 eV
energy change without (SS|SS): -4.8292e-07 eV
power of c of that change (c/2 to c): -4.0014
energy change with (LL|LL) only: -1.315936e-02 eV
ratio of that change to relativistic correction: 0.6161
small-component population: 2.123362e-04 electrons
nonrelativistic kinetic energy: 216.98824 eV
population estimate T/(2c^2): 2.123177e-04 electrons
relative norm of D_SS - D_LL: 7.1269e-05 (no unit)
power of c of that norm (c to 2c): -2.0002
largest LS Coulomb element, from definition: 0.0e+00 eV
largest LS exchange element, from definition: 1.5088e-02 eV
relative deviation of J_LL from definition: 7.4e-16
relative deviation of J_SS from definition: 6.1e-16
relative deviation of K_LL from definition: 9.0e-16
relative deviation of K_SS from definition: 4.8e-16
relative deviation of K_LS from definition: 9.8e-16
energy derivative, numeric: 40.689280 eV
energy derivative, from Fock matrix: 40.689280 eV
\end{verbatim}
